# Saturation of disks on random anchors as stopped random sequential adsorption: a numerical check

```python
"""
Result under test: hard disks of diameter s that bind irreversibly, centred on
Poisson anchors of density rho, saturate at the number density that continuum
random sequential adsorption (RSA) has after rho uniform attempts per area.
Symbols: n = adsorbed disks per area, a = pi s^2/4, theta = n a, x = rho a,
Phi = fraction of the plane where the centre of a further disk would fit.
Simulations use periodic boxes; errors are standard errors over the boxes.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.spatial import cKDTree

rng = np.random.default_rng(20517)
BOXES = 80


def neighbours(points, box, diameter):
    """For each point, the indices of all points within one diameter (and itself)."""
    return cKDTree(points, boxsize=box).query_ball_point(points, diameter)


def saturate(near, rates):
    """Fill anchors until none is free; the next success falls on a free
    anchor with probability proportional to its attempt rate."""
    weight = np.array(rates, dtype=float)
    filled = []
    while True:
        cumulative = weight.cumsum()
        if cumulative[-1] <= 0.0:
            return np.array(filled)
        pick = int(cumulative.searchsorted(rng.random() * cumulative[-1], side="right"))
        filled.append(pick)
        weight[near[pick]] = 0.0


def continuum_rsa(attempts, side, diameter):
    """Uniform attempts at fresh positions; returns accepted attempt numbers, centres."""
    cells = int(side / diameter)
    width = side / cells
    grid = [[] for _ in range(cells * cells)]
    numbers, centres = [], []
    for number, (px, py) in enumerate(rng.uniform(0, side, (attempts, 2)).tolist()):
        cx, cy = min(int(px / width), cells - 1), min(int(py / width), cells - 1)
        free = True
        for i in (cx - 1, cx, cx + 1):
            for j in (cy - 1, cy, cy + 1):
                for qx, qy in grid[(i % cells) * cells + j % cells]:
                    dx, dy = abs(px - qx), abs(py - qy)
                    dx, dy = min(dx, side - dx), min(dy, side - dy)
                    if dx * dx + dy * dy <= diameter * diameter:
                        free = False
                        break
                if not free:
                    break
            if not free:
                break
        if free:
            grid[cx * cells + cy].append((px, py))
            numbers.append(number)
            centres.append((px, py))
    return np.array(numbers), np.array(centres)


def summary(values):
    values = np.asarray(values, dtype=float)
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


def agree(first, second, sigmas=4.5):
    return abs(first[0] - second[0]) < sigmas * np.hypot(first[1], second[1])


def poisson_anchors(density, side):
    return rng.uniform(0, side, (rng.poisson(density * side**2), 2))


def anchor_density_run(density, diameter, side):
    result = []
    for _ in range(BOXES):
        points = poisson_anchors(density, side)
        near = neighbours(points, side, diameter)
        result.append(len(saturate(near, np.ones(len(points)))) / side**2)
    return summary(result)


def rsa_density_run(attempt_density, diameter, side):
    return summary([len(continuum_rsa(rng.poisson(attempt_density * side**2),
                                      side, diameter)[0]) / side**2
                    for _ in range(BOXES)])


# ---- example inputs (nm, K, Torr, eV); rough values for functionalised graphene
rho, diameter, side = 1.0, 0.8, 30.0
disk_area = np.pi * diameter**2 / 4
x_example = rho * disk_area

# ---- anchors of the example: saturation, pairs, free fraction, chains, rates
n_equal, n_unequal, n_crowd, crowd_gain = [], [], [], []
pairs_anchor, free_fraction, chains, n_partial = [], [], [], []
for _ in range(BOXES):
    anchors = poisson_anchors(rho, side)
    count = len(anchors)
    near = neighbours(anchors, side, diameter)
    filled = saturate(near, np.ones(count))
    n_equal.append(len(filled) / side**2)
    tree = cKDTree(anchors[filled], boxsize=side)
    pairs_anchor.append(len(tree.query_pairs(1.1 * diameter)) / side**2)
    probes = rng.uniform(0, side, (2000, 2))
    free_fraction.append(np.mean(tree.query(probes)[0] > diameter))
    # attempt rates that are unequal but independent of position
    n_unequal.append(len(saturate(near, np.exp(1.5 * rng.normal(size=count)))) / side**2)
    # attempt rates lowered by crowding: anchors within one diameter share the supply
    shared = np.array([1.0 / len(group) for group in near])
    n_crowd.append(len(saturate(near, shared)) / side**2)
    crowd_gain.append(n_crowd[-1] - n_equal[-1])
    # number of chains of ever earlier neighbours that end at each anchor
    first_time = rng.random(count)
    chain_count = [0.0] * count
    for i in np.argsort(first_time).tolist():
        chain_count[i] = 1.0 + sum(chain_count[j] for j in near[i] if j != i)
    chains.append(np.mean(chain_count))
    # repeated visits, each anchor visited once on average
    blocked = np.zeros(count, dtype=bool)
    accepted = 0
    for i in rng.integers(0, count, rng.poisson(count)).tolist():
        if not blocked[i]:
            accepted += 1
            blocked[near[i]] = True
    n_partial.append(accepted / side**2)
n_sat, n_uneq, gain = summary(n_equal), summary(n_unequal), summary(crowd_gain)
phi, chain_mean, n_time = summary(free_fraction), summary(chains), summary(n_partial)

# ---- continuum RSA with fresh positions
rsa_n, rsa_pairs = [], []
for _ in range(BOXES):
    _, centres = continuum_rsa(rng.poisson(rho * side**2), side, diameter)
    rsa_n.append(len(centres) / side**2)
    rsa_pairs.append(len(cKDTree(centres, boxsize=side).query_pairs(1.1 * diameter)) / side**2)
n_rsa = summary(rsa_n)
pair_a, pair_r = summary(pairs_anchor), summary(rsa_pairs)
assert n_sat[1] < 0.006 * n_sat[0] and n_rsa[1] < 0.006 * n_rsa[0]
assert agree(n_sat, n_rsa)
assert agree(pair_a, pair_r)
assert agree(n_uneq, n_rsa)

# ---- dense anchors, unit diameter, x = 3
x_dense = 3.0
dense_rho = x_dense / (np.pi / 4)
dense_anchor = anchor_density_run(dense_rho, 1.0, 16.0)
dense_rsa = rsa_density_run(dense_rho, 1.0, 16.0)
assert agree(dense_anchor, dense_rsa)

# ---- time law: mean of one visit per anchor reaches a share 1 - 1/e of them
n_time_rsa = rsa_density_run(rho * (1 - np.exp(-1.0)), diameter, side)
assert agree(n_time, n_time_rsa)

# ---- mean number of chains is finite and follows the exponential sum
chain_formula = np.expm1(4 * x_example) / (4 * x_example)
assert abs(chain_mean[0] - chain_formula) < 5 * chain_mean[1]

# ---- slope of the RSA density against attempts equals the free fraction
low, high = int(0.8 * rho * side**2), int(1.2 * rho * side**2)
slope = summary([np.sum(continuum_rsa(high, side, diameter)[0] >= low) / (high - low)
                 for _ in range(BOXES)])
# the finite window adds a curvature error of a few per cent at most
assert abs(slope[0] - phi[0]) < 4.5 * np.hypot(slope[1], phi[1]) + 0.03 * phi[0]

# ---- quadratic coefficient of Phi from the area integral over pairs of centres
def lens(r):
    return 2 * np.arccos(r / 2) - r / 2 * np.sqrt(4 - r * r)

pair_integral = quad(lambda r: 2 * np.pi * r * (np.pi - lens(r)), 0, 1)[0]
c2_quadrature = pair_integral / (2 * (np.pi / 4)**2)
c2 = 6 * np.sqrt(3) / np.pi
assert abs(c2_quadrature - c2) < 1e-9


def theta_quadratic(x):
    return solve_ivp(lambda _, t: 1 - 4 * t + c2 * t * t, (0, x), [0.0],
                     rtol=1e-9, atol=1e-11).y[0, -1]


x_dilute = 0.2
dilute = anchor_density_run(x_dilute / (np.pi / 4), 1.0, 60.0)
theta_dilute, theta_dilute_err = dilute[0] * np.pi / 4, dilute[1] * np.pi / 4
theta_linear = (1 - np.exp(-4 * x_dilute)) / 4
# allowance for the omitted cubic term of Phi, of order theta^3 over a range x
allowance = x_dilute * theta_dilute**3
assert abs(theta_dilute - theta_quadratic(x_dilute)) < 4.5 * theta_dilute_err + allowance
assert abs(theta_dilute - theta_quadratic(x_dilute)) < abs(theta_dilute - theta_linear)

# ---- one dimension: unit rods on Poisson anchors against the gap solution
def rod_coverage(attempts):
    def inner(u):
        return quad(lambda v: -np.expm1(-v) / v if v > 0 else 1.0, 0, u)[0]
    return quad(lambda u: np.exp(-2 * inner(u)), 0, attempts)[0]


rods = []
for rod_rho, length in ((0.5, 1600.0), (4.0, 250.0)):
    sample = []
    for _ in range(50):
        points = rng.uniform(0, length, (rng.poisson(rod_rho * length), 1))
        near = neighbours(points, length, 1.0)
        sample.append(len(saturate(near, np.ones(len(points)))) / length)
    simulated, formula = summary(sample), rod_coverage(rod_rho)
    assert abs(simulated[0] - formula) < 4.5 * simulated[1]
    assert simulated[1] < 0.006 * formula
    rods.append((rod_rho, simulated, formula))

# ---- neglected effects for the example
# anchors restricted to carbon atoms of the honeycomb lattice
lattice = 0.246
nx, ny = round(side / lattice), round(side / (np.sqrt(3) * lattice))
box = np.array([nx * lattice, ny * np.sqrt(3) * lattice])
basis = lattice * np.array([[0, 0], [0, 1 / np.sqrt(3)], [0.5, np.sqrt(3) / 2],
                            [0.5, np.sqrt(3) / 2 + 1 / np.sqrt(3)]])
corners = np.array([[i * lattice, j * np.sqrt(3) * lattice]
                    for i in range(nx) for j in range(ny)])
atoms = (corners[:, None, :] + basis[None, :, :]).reshape(-1, 2)
carbon_density = len(atoms) / box.prod()
atoms_excluded = len(cKDTree(atoms, boxsize=box).query_ball_point(atoms[0], diameter)) - 1
lattice_values = []
for _ in range(BOXES):
    chosen = atoms[rng.random(len(atoms)) < rho / carbon_density]
    near = neighbours(chosen, box, diameter)
    lattice_values.append(len(saturate(near, np.ones(len(chosen)))) / box.prod())
n_lattice = summary(lattice_values)

# clustered anchors: a share of parents has a companion at short distance
companion_share, companion_range = 0.25, 0.3
cluster_values = []
for _ in range(BOXES):
    parents = poisson_anchors(rho / (1 + companion_share), side)
    mothers = parents[rng.random(len(parents)) < companion_share]
    angle = rng.uniform(0, 2 * np.pi, len(mothers))
    reach = companion_range * np.sqrt(rng.random(len(mothers)))
    shift = np.column_stack((reach * np.cos(angle), reach * np.sin(angle)))
    points = np.vstack((parents, np.mod(mothers + shift, side)))
    near = neighbours(points, side, diameter)
    cluster_values.append(len(saturate(near, np.ones(len(points)))) / side**2)
n_cluster = summary(cluster_values)
assert n_rsa[0] - n_cluster[0] > 3 * np.hypot(n_rsa[1], n_cluster[1])
assert gain[0] > 3 * gain[1]

n_small = anchor_density_run(rho, 0.9 * diameter, side)
n_large = anchor_density_run(rho, 1.1 * diameter, side)

# finite pulse and thermal desorption
temperature, pressure, molar_mass = 473.0, 0.1, 350.0
reaction_probability, pulse = 1e-3, 2.0
barrier, prefactor, hold = 1.6, 1e13, 10.0
thermal = const.k * temperature
mass = molar_mass * 1e-3 / const.N_A
flux = pressure * const.torr / np.sqrt(2 * np.pi * mass * thermal) * 1e-18
attempt_rate = flux * reaction_probability / carbon_density
missed = np.exp(-attempt_rate * pulse)
pulse_loss = rho * missed * phi[0] / n_sat[0]
desorbed = -np.expm1(-prefactor * np.exp(-barrier * const.eV / thermal) * hold)


def change(value):
    return 100 * (value / n_sat[0] - 1)


print(f"anchor density: {rho:.2f} nm^-2")
print(f"disk diameter: {diameter:.2f} nm")
print(f"disk area a: {disk_area:.4f} nm^2")
print(f"x = rho a: {x_example:.4f}")
print(f"boxes per ensemble: {BOXES}, side {side:.0f} nm")
print(f"n, anchors saturated: {n_sat[0]:.4f} +- {n_sat[1]:.4f} nm^-2")
print(f"same in angstrom^-2: {n_sat[0] / 100:.6f}")
print(f"n, continuum RSA: {n_rsa[0]:.4f} +- {n_rsa[1]:.4f} nm^-2")
print(f"n, unequal independent rates: {n_uneq[0]:.4f} +- {n_uneq[1]:.4f} nm^-2")
print(f"coverage theta: {n_sat[0] * disk_area:.4f}")
print(f"share of anchors used: {n_sat[0] / rho:.4f}")
print(f"close pairs (<1.1 diameters), anchors: {pair_a[0]:.4f} +- {pair_a[1]:.4f} nm^-2")
print(f"close pairs (<1.1 diameters), RSA: {pair_r[0]:.4f} +- {pair_r[1]:.4f} nm^-2")
print(f"free fraction Phi: {phi[0]:.4f} +- {phi[1]:.4f}")
print(f"slope dn/drho from RSA: {slope[0]:.4f} +- {slope[1]:.4f}")
print(f"mean chains, simulated: {chain_mean[0]:.3f} +- {chain_mean[1]:.3f}")
print(f"mean chains, formula: {chain_formula:.3f}")
print(f"n at kt=1, anchors: {n_time[0]:.4f} +- {n_time[1]:.4f} nm^-2")
print(f"n at kt=1, RSA: {n_time_rsa[0]:.4f} +- {n_time_rsa[1]:.4f} nm^-2")
print(f"theta at x={x_dense:.0f}, anchors: {dense_anchor[0]*np.pi/4:.4f} +- {dense_anchor[1]*np.pi/4:.4f}")
print(f"theta at x={x_dense:.0f}, RSA: {dense_rsa[0]*np.pi/4:.4f} +- {dense_rsa[1]*np.pi/4:.4f}")
print(f"quadratic coefficient, quadrature: {c2_quadrature:.6f}")
print(f"quadratic coefficient, closed form: {c2:.6f}")
print(f"theta at x={x_dilute}, simulated: {theta_dilute:.4f} +- {theta_dilute_err:.4f}")
print(f"theta at x={x_dilute}, quadratic Phi: {theta_quadratic(x_dilute):.4f}")
print(f"theta at x={x_dilute}, linear Phi: {theta_linear:.4f}")
print(f"theta of example, quadratic Phi: {theta_quadratic(x_example):.4f}")
for rod_rho, simulated, formula in rods:
    print(f"rods, {rod_rho} anchors per length: {simulated[0]:.4f} +- {simulated[1]:.4f}, formula {formula:.4f}")
print(f"graphene lattice constant: {lattice:.3f} nm")
print(f"carbon density: {carbon_density:.2f} nm^-2")
print(f"other atoms within one diameter: {atoms_excluded}")
print(f"continuum value of that number: {carbon_density * np.pi * diameter**2:.1f}")
print(f"n, anchors on carbon atoms: {n_lattice[0]:.4f} +- {n_lattice[1]:.4f} nm^-2")
print(f"change, anchors on carbon atoms: {change(n_lattice[0]):+.1f} %")
print(f"n, diameter -10 %: {n_small[0]:.4f} nm^-2, change {change(n_small[0]):+.1f} %")
print(f"n, diameter +10 %: {n_large[0]:.4f} nm^-2, change {change(n_large[0]):+.1f} %")
print(f"companion share {companion_share:.2f}, range {companion_range:.1f} nm")
print(f"n, clustered: {n_cluster[0]:.4f} +- {n_cluster[1]:.4f} nm^-2, change {change(n_cluster[0]):+.1f} %")
print(f"gain, crowding-dependent rates: {gain[0]:.4f} +- {gain[1]:.4f} nm^-2")
print(f"same gain, relative: {100 * gain[0] / n_sat[0]:+.1f} %")
print(f"temperature {temperature:.0f} K, pressure {pressure:.1f} Torr")
print(f"molar mass {molar_mass:.0f} g/mol, reaction probability {reaction_probability:.0e}")
print(f"impingement flux: {flux:.3e} nm^-2 s^-1")
print(f"attempt rate per anchor: {attempt_rate:.3f} s^-1")
print(f"anchors never tried in {pulse:.0f} s: {100 * missed:.2f} %")
print(f"loss of n from finite pulse: {100 * pulse_loss:.2f} %")
print(f"desorption barrier {barrier:.1f} eV, prefactor {prefactor:.0e} s^-1")
print(f"desorbed in {hold:.0f} s: {100 * desorbed:.3f} %")
print("verified")
```

Printed output:

```
anchor density: 1.00 nm^-2
disk diameter: 0.80 nm
disk area a: 0.5027 nm^2
x = rho a: 0.5027
boxes per ensemble: 80, side 30 nm
n, anchors saturated: 0.4903 +- 0.0015 nm^-2
same in angstrom^-2: 0.004903
n, continuum RSA: 0.4922 +- 0.0014 nm^-2
n, unequal independent rates: 0.4904 +- 0.0014 nm^-2
coverage theta: 0.2465
share of anchors used: 0.4903
close pairs (<1.1 diameters), anchors: 0.0690 +- 0.0009 nm^-2
close pairs (<1.1 diameters), RSA: 0.0697 +- 0.0010 nm^-2
free fraction Phi: 0.2404 +- 0.0016
slope dn/drho from RSA: 0.2387 +- 0.0020
mean chains, simulated: 3.240 +- 0.035
mean chains, formula: 3.217
n at kt=1, anchors: 0.3828 +- 0.0013 nm^-2
n at kt=1, RSA: 0.3828 +- 0.0014 nm^-2
theta at x=3, anchors: 0.4155 +- 0.0012
theta at x=3, RSA: 0.4162 +- 0.0013
quadratic coefficient, quadrature: 3.307973
quadratic coefficient, closed form: 3.307973
theta at x=0.2, simulated: 0.1426 +- 0.0005
theta at x=0.2, quadratic Phi: 0.1419
theta at x=0.2, linear Phi: 0.1377
theta of example, quadratic Phi: 0.2437
rods, 0.5 anchors per length: 0.3260 +- 0.0014, formula 0.3257
rods, 4.0 anchors per length: 0.6701 +- 0.0018, formula 0.6689
graphene lattice constant: 0.246 nm
carbon density: 38.16 nm^-2
other atoms within one diameter: 78
continuum value of that number: 76.7
n, anchors on carbon atoms: 0.4882 +- 0.0015 nm^-2
change, anchors on carbon atoms: -0.4 %
n, diameter -10 %: 0.5412 nm^-2, change +10.4 %
n, diameter +10 %: 0.4444 nm^-2, change -9.4 %
companion share 0.25, range 0.3 nm
n, clustered: 0.4435 +- 0.0015 nm^-2, change -9.6 %
gain, crowding-dependent rates: 0.0075 +- 0.0008 nm^-2
same gain, relative: +1.5 %
temperature 473 K, pressure 0.1 Torr
molar mass 350 g/mol, reaction probability 1e-03
impingement flux: 8.633e+04 nm^-2 s^-1
attempt rate per anchor: 2.262 s^-1
anchors never tried in 2 s: 1.08 %
loss of n from finite pulse: 0.53 %
desorption barrier 1.6 eV, prefactor 1e+13 s^-1
desorbed in 10 s: 0.090 %
verified
```
